The Merrifield ansatz for the Holstein polaron: accuracy and self-trapping

**Problem**

One electron moves on a ring of N sites, with one vibration of energy ω per site, ħ = 1 and lattice constant 1:

H = −J Σₙ (aₙ†aₙ₊₁ + h.c.) + ω Σₘ bₘ†bₘ + gω Σₘ aₘ†aₘ (bₘ + bₘ†), with J, g > 0.

Let bₘ = N^(−1/2) Σ_q e^{iqm} b_q. The Merrifield state of total momentum κ is

|κ⟩ = N^(−1/2) Σₙ e^{iκn} aₙ† exp[−N^(−1/2) Σ_q (β_q e^{−iqn} b_q† − h.c.)] |0⟩.

The choice β_q = g is the full Lang-Firsov displacement, which shifts only the oscillator under the electron. Here every β_q is free.

(a) Find the optimal β_q. To what order in g is the energy correct?

(b) At κ = 0 on a long chain, how does the optimum change with g when J is comparable to ω or larger? Does the polaron itself change in the same way?

**A tempting solution**

Take J = 2ω and minimise the energy at κ = 0. For 2.20 < g < 2.81 there are two local minima. In one the hopping energy is moderately reduced, in the other it is almost completely suppressed. Their energies cross at g = 2.491. The ansatz is correct to second order in g at weak coupling, and it is exact at J = 0. Since it can be trusted at both ends, the crossing between them must be a real, abrupt self-trapping transition.

**Where it fails**

The minimisation is sound; the inference is not. Correct limits do not control the region between them. Moreover, the two crossing energies are local minima over a nonlinear family of states, not eigenvalues of H. The sum of two Merrifield states is in general not a Merrifield state, so the family cannot mix its two minima, whereas the true ground state may. Whether the jump is real has to be decided from H.

**Solution: the energy and its optimum**

Any state of momentum κ can be written N^(−1/2) Σₙ e^{iκn} aₙ† e^{−inP}|χ⟩, where P = Σ_q q b_q†b_q and e^{−inP} translates the phonons by n sites. A hop changes n by one and leaves a factor e^{±i(κ−P)} acting on χ. The coupling always acts on the site of the electron. Hence χ is governed by

H_κ = −2J cos(κ−P) + ω Σ_q b_q†b_q + gω N^(−1/2) Σ_q (b_q + b_q†).

In this frame the ansatz is a product of coherent states with amplitudes −β_q/√N. The operator e^{−iP} turns the amplitude α_q into α_q e^{−iq}, and the overlap of these two coherent states is exp[|α_q|²(e^{−iq}−1)]. Writing ⟨·⟩ for the average over q,

⟨χ|e^{−iP}|χ⟩ = S e^{−iΦ}, S = exp[−⟨|β|²(1−cos q)⟩], Φ = ⟨|β|² sin q⟩.

The phonon energy is ω⟨|β|²⟩. Each b_q has mean −β_q/√N, so the coupling gives −2gω⟨Re β⟩. In total

E = −2JS cos(κ−Φ) + ω⟨|β|² − 2g Re β⟩.

Differentiate with respect to β_q*, using ∂(S e^{−iΦ})/∂β_q* = S e^{−iΦ}(e^{−iq}−1)β_q/N, and multiply by N:

−JS [e^{i(κ−Φ)}(e^{−iq}−1) + e^{−i(κ−Φ)}(e^{iq}−1)] β_q + ωβ_q − gω = 0.

The square bracket equals 2cos(κ−Φ−q) − 2cos(κ−Φ), so

β_q = gω / {ω + 2JS[cos(κ−Φ) − cos(κ−Φ−q)]}.

A phonon whose emission costs much electronic recoil energy is displaced less. This is the partial Lang-Firsov displacement.

**Weak coupling**

At g = 0 the phonon vacuum has energy −2J cos κ, and any state with phonons has at least ω − 2J. The vacuum is therefore the lowest state if ω > 2J(1−cos κ), which is assumed here. The coupling creates one phonon q with matrix element gω/√N at an energy cost

Δ_q = ω + 2J[cos κ − cos(κ−q)].

Second-order perturbation theory gives E = −2J cos κ − g²ω²⟨1/Δ_q⟩ + O(g⁴). Odd orders vanish because changing the sign of every b_q is equivalent to g → −g.

Now insert the trial value β_q = gω/Δ_q into the ansatz. To order g²,

S cos(κ−Φ) = cos κ − cos κ ⟨β²(1−cos q)⟩ + sin κ ⟨β² sin q⟩
= cos κ − ⟨β²[cos κ − cos(κ−q)]⟩.

The total energy is then

E = −2J cos κ + ⟨Δ_q β² − 2gωβ⟩ + O(g⁴) = −2J cos κ − g²ω²⟨1/Δ_q⟩ + O(g⁴).

The optimised energy cannot lie above this trial value, nor below the exact energy. Both have the same g² term, so the optimum is exact through second order in g, with an error of order g⁴.

For a long chain, the integral (1/2π)∫dk/(A − B cos k) = 1/√(A²−B²), with A = ω + 2J cos κ and B = 2J, turns the second-order term into

−g²ω²/√[(ω+2J cos κ)² − 4J²].

It diverges at the threshold ω = 2J(1−cos κ), where real phonon emission begins and the expansion fails.

For J = 0.5ω and κ = 0, diagonalising a six-site ring gives the g² coefficient −0.5778ω, equal to the ring formula; the long-chain value is −0.5774ω. Halving g from 0.1 to 0.05 reduces the error of the ansatz by a factor 16.0, as a g⁴ law requires. Full Lang-Firsov has E = −2Je^{−g²} − ωg², hence a coefficient 2J − ω, which is zero here: it misses the whole second-order shift.

**Reduction to one variable at κ = 0**

Replace β_q by r_q = √[(|β_q|²+|β₋q|²)/2]. This leaves S and ⟨|β|²⟩ unchanged and sets Φ = 0, which cannot raise the hopping energy. Also ⟨Re β⟩ ≤ ⟨|β|⟩ ≤ ⟨r⟩, because a mean does not exceed a root mean square. So β may be taken real, even and non-negative.

Let X = ⟨β²(1−cos q)⟩, so that S = e^{−X}. This convex function lies above its tangents:

e^{−X} ≥ s(1 − X − ln s), with equality at s = e^{−X}.

Thus −2Je^{−X} is the minimum over 0 < s ≤ 1 of −2Js(1−X−ln s). With a = 2Js/ω, the energy to be minimised over both s and β is

−2Js(1−ln s) + ω⟨[1+a(1−cos q)]β² − 2gβ⟩.

Completing the square gives β_q = g/[1+a(1−cos q)] and leaves −ωg²⟨1/[1+a(1−cos q)]⟩. On the long chain the integral above, with A = 1+a and B = a, makes this average 1/√(1+2a). The global optimum is therefore the minimum over s of

f(s) = −2Js(1−ln s) − ωg²/√(1+cs), c = 4J/ω,

and s = S at the minimum.

**When the optimum jumps**

The derivative is

f′(s) = 2J ln s + 2Jg²(1+cs)^(−3/2) = 2J(1+cs)^(−3/2)[g² − G(s)],
G(s) = −ln s (1+cs)^(3/2).

Since G → ∞ as s → 0 and G(1) = 0, the minimum lies inside the interval and satisfies G(s) = g². There f″ has the sign of −G′, so a minimum needs G′ ≤ 0. With L = −ln s,

G′/G = −1/(sL) + (3/2)c/(1+cs),

which is positive when cs(3L/2 − 1) > 1. The function s(3L/2 − 1) has derivative (3L−5)/2. It rises until L = 5/3 and then falls, so its maximum is (3/2)e^{−5/3}. A forbidden interval with G′ > 0 exists if and only if

J/ω > e^{5/3}/6 ≈ 0.882.

At this threshold S = e^{−5/3} ≈ 0.189 and cS = 2/3, so g² = (5/3)(5/3)^(3/2), or g = (5/3)^(5/4) ≈ 1.894.

For s₁ < s₂ the difference f(s₂) − f(s₁) grows with g², so the minimiser never moves up as g increases. It starts at s = 1 for g → 0 and tends to 0 for g → ∞. If a forbidden interval exists, it must be jumped over. If not, G decreases strictly, its root is unique, and S varies continuously.

The energy stays continuous at the jump. Because f′ = 0, its slope is

dE/dg = ∂f/∂g = −2gω/√(1+cS).

For J = 2ω, c = 8 and the jump is at g = 2.491. Just below it S = 0.688, and the slope is −2(2.491)ω/√6.502 = −1.954ω. Just above, S = 0.0024 and the slope is −4.935ω. The mean phonon number jumps from 1.40 to 6.09.

**Why the jump is spurious**

Consider H₀ (H_κ at κ = 0) on a finite ring. It is a set of displaced oscillators plus a bounded hopping term, so its spectrum is discrete. In the phonon-number basis, multiply each state by (−1)ⁿ, with n the total phonon number. All nonzero off-diagonal elements become negative, and they connect all states.

If c is a real ground-state vector, |c| has no higher energy and is also a ground state. If one component of |c| vanished, its eigenvalue equation would force every connected component to vanish, and so all of them. Hence no ground-state vector has a zero component. Since c and |c| have equal energy, any two components of c joined by an off-diagonal element have the same sign, so all its components share one sign. Two such vectors cannot be orthogonal, so the ground state is simple for every g > 0.

The coupling is also weak relative to the phonon energy at large phonon number: ‖b_qχ‖² ≤ ‖b_q†b_qχ‖ ‖χ‖, so its norm is bounded by an arbitrarily small multiple of the phonon term plus a constant. By the Kato-Rellich theorem, a simple isolated eigenvalue is then analytic in g. The exact ground-state energy at κ = 0 has no kink on any finite ring.

For J/ω > e^{5/3}/6 the ansatz does have one on every sufficiently long ring. The functions of q averaged here are periodic and analytic, so their ring averages converge exponentially to the integrals used above, so the forbidden interval survives. The jump thus appears where H has none. This comparison needs no statement about the exact energy of the infinite chain.

A six-site ring with J = 2ω shows the difference. Its ansatz jumps at g = 2.503.

- Between g = 2.493 and 2.513, S falls from 0.719 to 0.002, while the diagonalised ⟨cos P⟩, which multiplies the hopping energy −2J in the same way, goes from 0.427 to 0.413.
- Over g = 2.503 ± 0.02 and ± 0.01, the ansatz slope changes by −3.07ω and −3.04ω: a kink. The diagonalised slope changes by −0.183ω and −0.092ω, halving with the window as a smooth function does.
- The lowest excitation at κ = 0 lies 0.66ω above the ground state at the jump, so no level crossing is near.

On this ring the error relative to the diagonalised total energy is 0.15% at g = 1, 3% at g = 2 and 11% at g = 2.493. Measured against the polaron shift E + 2J alone, it is 1.9%, 11% and 25%. Raising the phonon cutoff from 17 to 20 changed the energy by 2×10⁻⁵ω at g = 2.523, far below these errors.

**The opposite limit: small J**

Expand f for small J at fixed g:

f = −ωg² − 2Js(1 − ln s − g²) − 6J²g²s²/ω + O(J³).

The term linear in J is minimised by s = e^{−g²}. The correction to s is of order J and changes the energy only at order J³, so

E = −ωg² − 2Je^{−g²} − 6J²g²e^{−2g²}/ω + O(J³).

The first two terms are those of exact perturbation theory in J, because the J = 0 ground state is the fully displaced one. The third is not: at g = 1.5 the J² coefficient is −0.150/ω, against −0.676/ω from diagonalisation. "Exact to second order" therefore holds in g, not in J.

**Answer**

(a) The optimal β_q is the recoil-weighted displacement found above. Its energy is exact through g² below the emission threshold. (b) For J/ω > e^{5/3}/6 the optimum jumps at a finite g. The jump is an artefact of minimising over a restricted family of states, not a property of H: at κ = 0 the exact ground-state energy on any finite ring is analytic in g. This does not imply that a modestly larger family, such as a superposition of two sets of displacements, is free of such jumps. The numerical output below gives the supporting values.

Computed values

```
energies in units of the phonon energy omega
site-basis check: direct -0.29102078, formula -0.29102078
weak coupling, J = 0.5, six-site ring
 kappa=0: g^2 coefficient: diagonalised -0.57778, formula -0.57778, infinite chain -0.57735
  ansatz error/g^4 at g=0.05: 0.0161; error ratio g=0.1 to 0.05: 16.016
 kappa=pi/3: g^2 coefficient: diagonalised -0.89999, formula -0.90000, infinite chain -0.89443
  ansatz error/g^4 at g=0.05: 0.2413; error ratio g=0.1 to 0.05: 15.379
 full Lang-Firsov g^2 coefficient, kappa=0: 0.0000
J^2 coefficient at g=1.5: ansatz -0.150, diagonalised -0.676
critical point: J = 0.88242, g = 1.89370, S = 0.18888
infinite chain, J = 2.0: two minima for 2.2003 < g < 2.8103
 jump at g = 2.49113, energy -6.21449
 just below: S = 0.68779, phonons = 1.4040, dE/dg = -1.9539
 just above: S = 0.00240, phonons = 6.0889, dE/dg = -4.9350
six-site ring, J = 2.0: ansatz jumps at g = 2.50298
 phonon basis: 53130 states, at most 20 phonons
 g=1.0000: E ansatz -4.34616, diagonalised -4.35271
   S ansatz 0.96600, diagonalised <cos P> 0.96397
 g=2.0000: E ansatz -5.41715, diagonalised -5.58747
   S ansatz 0.84485, diagonalised <cos P> 0.77268
 g=2.4930: E ansatz -6.25358, diagonalised -6.99367
   S ansatz 0.71919, diagonalised <cos P> 0.42650
 g=2.5130: E ansatz -6.32285, diagonalised -7.07432
   S ansatz 0.00212, diagonalised <cos P> 0.41332
 change of dE/dg over g_jump +- 0.02: ansatz -3.0693, diagonalised -0.1833
 change of dE/dg over g_jump +- 0.01: ansatz -3.0356, diagonalised -0.0917
 energy change, cutoff 17 to 20: -2.0e-05
 gap above the kappa=0 ground state at the jump: 0.6598
```
